# Thermal conductance of a perfect harmonic wire between two reservoirs: a numerical check

```python
# Result under test: a perfect harmonic wire between two reservoirs has the finite,
# length-independent thermal conductance
#     G = integral_0^inf d(omega)/(2 pi) M(omega) hbar omega dn/dT,
# M = number of propagating modes, n = Bose function, while its interior kinetic
# temperature is flat. Reflecting contacts can only lower G.
# Model: rows of atoms (mass m), one scalar displacement per atom, spring k along
# the wire and kt between neighbouring rows. Reduced units: m = k = 1, so the
# frequency unit is omega0 = sqrt(k/m); in the reduced tests hbar = kB = 1.
import numpy as np
from scipy.constants import hbar, h, k as kB, atomic_mass
from scipy.linalg import solve_continuous_lyapunov

mass = 50 * atomic_mass
k_long, k_trans = 50.0, 10.0
omega0 = np.sqrt(k_long / mass)
kt = k_trans / k_long
rows = 4
T_hot, T_cold = 305.0, 295.0
T_mean, dT = (T_hot + T_cold) / 2, T_hot - T_cold
area = 1e-18


def row_laplacian(w):
    lap = np.zeros((w, w))
    for r in range(w - 1):
        lap[r, r] += kt
        lap[r + 1, r + 1] += kt
        lap[r, r + 1] -= kt
        lap[r + 1, r] -= kt
    return lap


def heat_weight(omega, T):
    """hbar omega dn/dT in J/K; omega in units of omega0."""
    y = hbar * omega0 * omega / (2 * kB * T)
    return kB * (y / np.sinh(y))**2


def band_edges(w):
    lam = 2 * kt * (1 - np.cos(np.pi * np.arange(w) / w))
    return np.sqrt(lam), np.sqrt(lam + 4)


def conductance(w, T, points=100000):
    """Mode-counting formula, W/K."""
    total = 0.0
    for lo, hi in zip(*band_edges(w)):
        step = (hi - lo) / points
        om = lo + step * (np.arange(points) + 0.5)
        total += np.sum(heat_weight(om, T)) * step
    return total * omega0 / (2 * np.pi)


def build_device(contact_rows, wire_rows, wire_len, pad):
    """Spring matrix of pad contact columns, the wire, pad contact columns."""
    start = (contact_rows - wire_rows) // 2
    sites = []
    for c in range(2 * pad + wire_len):
        in_wire = pad <= c < pad + wire_len
        span = range(start, start + wire_rows) if in_wire else range(contact_rows)
        sites += [(c, r) for r in span]
    index = {s: i for i, s in enumerate(sites)}
    K = np.zeros((len(sites), len(sites)))
    for (c, r), i in index.items():
        for neighbour, spring in (((c + 1, r), 1.0), ((c, r + 1), kt)):
            if neighbour in index:
                j = index[neighbour]
                K[i, i] += spring
                K[j, j] += spring
                K[i, j] -= spring
                K[j, i] -= spring
    for i in range(contact_rows):          # springs to the semi-infinite leads
        K[i, i] += 1.0
        K[-1 - i, -1 - i] += 1.0
    return K, np.array([s[0] for s in sites])


def scatter(omega, K, w, lam, U):
    """Transmission and left-/right-injected spectral weight on each atom."""
    x = omega**2 - 2 - lam
    inside = np.abs(x) < 2
    root = np.sqrt(np.abs(x**2 - 4))
    sig = np.where(inside, (x - 1j * root) / 2, (x - np.sign(x) * root) / 2)
    Sigma = (U * sig) @ U.T
    Gamma = (U * (-2 * sig.imag)) @ U.T
    size = len(K)
    M = omega**2 * np.eye(size) - K + 0j
    M[:w, :w] -= Sigma
    M[-w:, -w:] -= Sigma
    rhs = np.zeros((size, 2 * w))
    rhs[:w, :w] = np.eye(w)
    rhs[-w:, w:] = np.eye(w)
    cols = np.linalg.solve(M, rhs)
    GL, GR = cols[:, :w], cols[:, w:]
    aL = np.sum((GL @ Gamma) * GL.conj(), axis=1).real
    aR = np.sum((GR @ Gamma) * GR.conj(), axis=1).real
    G_lr = GR[:w]
    trans = np.trace(Gamma @ G_lr @ Gamma @ G_lr.conj().T).real
    return trans, aL, aR


# --- Mode count from Bloch bands against Green-function transmission ---
lap = row_laplacian(rows)
lam4, U4 = np.linalg.eigh(lap)


def bloch(q):
    mats = lap[None] + (2 - 2 * np.cos(q))[:, None, None] * np.eye(rows)
    return np.sqrt(np.abs(np.linalg.eigvalsh(mats)))


bands = bloch(np.linspace(0, np.pi, 2001))
K_short, _ = build_device(rows, rows, 3, 0)
K_long, _ = build_device(rows, rows, 25, 0)
count_table = []
worst_share = 0.0
for om in (0.2, 0.5, 0.75, 1.0, 1.9, 2.05, 2.13):
    count = int(np.sum((bands[:-1] < om) & (bands[1:] >= om)))
    t_short = scatter(om, K_short, rows, lam4, U4)[0]
    t_long, aL, aR = scatter(om, K_long, rows, lam4, U4)
    assert abs(t_short - count) < 1e-6 and abs(t_long - count) < 1e-6
    worst_share = max(worst_share, np.max(np.abs(aL / (aL + aR) - 0.5)))
    count_table.append((om, count, t_short, t_long))
assert worst_share < 1e-6

# --- Conductance: Brillouin-zone integral, transmission integral, mode formula ---
nq, dq = 4000, 1e-5
q = (np.arange(nq) + 0.5) * np.pi / nq
velocity = (bloch(q + dq) - bloch(q - dq)) / (2 * dq)
G_zone = np.sum(velocity * heat_weight(bloch(q), T_mean)) * (np.pi / nq)
G_zone *= omega0 / (2 * np.pi)
n_om = 4000
step = 2.2 / n_om
oms = (np.arange(n_om) + 0.5) * step
trans = np.array([scatter(o, K_short, rows, lam4, U4)[0] for o in oms])
G_green = np.sum(trans * heat_weight(oms, T_mean)) * step * omega0 / (2 * np.pi)
G_wire = conductance(rows, T_mean)
assert abs(G_zone / G_wire - 1) < 1e-4
assert abs(G_green / G_wire - 1) < 2e-3      # grid error at the mode steps

T_low = 2.0
quantum_low = np.pi**2 * kB**2 * T_low / (3 * h)
G_low = conductance(rows, T_low)
assert abs(G_low / quantum_low - 1) < 1e-4
lower, upper = band_edges(rows)
G_classical = kB * omega0 * np.sum(upper - lower) / (2 * np.pi)
assert abs(conductance(rows, 5000.0) / G_classical - 1) < 2e-3


def bose_current(T):
    total = 0.0
    for lo, hi in zip(lower, upper):
        d = (hi - lo) / 100000
        w = omega0 * (lo + d * (np.arange(100000) + 0.5))
        total += np.sum(hbar * w / np.expm1(hbar * w / (kB * T))) * d * omega0
    return total / (2 * np.pi)


J_wire = bose_current(T_hot) - bose_current(T_cold)
assert abs(J_wire / (G_wire * dT) - 1) < 1e-3

# --- Quantum half-chains joined suddenly, exact evolution ---
half, tL, tR = 300, 0.8, 0.4
K_half = 2 * np.eye(half) - np.eye(half, k=1) - np.eye(half, k=-1)
e_half, V_half = np.linalg.eigh(K_half)
w_half = np.sqrt(e_half)
cov_u = np.zeros((2 * half, 2 * half))
cov_p = np.zeros((2 * half, 2 * half))
for block, T in ((slice(0, half), tL), (slice(half, None), tR)):
    coth = 1 / np.tanh(w_half / (2 * T))
    cov_u[block, block] = (V_half * (coth / (2 * w_half))) @ V_half.T
    cov_p[block, block] = (V_half * (coth * w_half / 2)) @ V_half.T
K_full = 2 * np.eye(2 * half) - np.eye(2 * half, k=1) - np.eye(2 * half, k=-1)
e_full, V_full = np.linalg.eigh(K_full)
w_full = np.sqrt(e_full)
near = V_full[half - 5:half + 5]
currents, kinetics = [], []
for t in np.arange(240.0, 280.0, 2.3):
    c, s = np.cos(w_full * t), np.sin(w_full * t)
    uu, up = (near * c) @ V_full.T, (near * (s / w_full)) @ V_full.T
    pu, pp = (near * (-s * w_full)) @ V_full.T, uu
    uv = uu @ cov_u @ pu.T + up @ cov_p @ pp.T
    vv = pu @ cov_u @ pu.T + pp @ cov_p @ pp.T
    currents.append((uv[4, 5] - uv[5, 4]) / 2)
    kinetics.append(np.diag(vv))
J_joined = np.mean(currents)
kin_joined = np.mean(kinetics, axis=0)
wg = (np.arange(20000) + 0.5) * 1e-4
J_landauer = np.sum(wg / np.expm1(wg / tL) - wg / np.expm1(wg / tR)) * 1e-4 / (2 * np.pi)
wq = 2 * np.sin((np.arange(20000) + 0.5) * np.pi / 40000)
kin_mean = np.mean([np.mean(wq / 2 / np.tanh(wq / (2 * T))) for T in (tL, tR)])
assert abs(J_joined / J_landauer - 1) < 0.01     # finite-time transient
assert np.max(np.abs(kin_joined / kin_mean - 1)) < 0.01

# --- Classical chain with Langevin thermostats on its end atoms ---
gamma = 1.0                                      # friction in units sqrt(k m)


def langevin_chain(N):
    K = 2 * np.eye(N) - np.eye(N, k=1) - np.eye(N, k=-1)
    drift = np.zeros((2 * N, 2 * N))
    drift[:N, N:] = np.eye(N)
    drift[N:, :N] = -K
    drift[N, N] = drift[-1, -1] = -gamma
    noise = np.zeros((2 * N, 2 * N))
    noise[N, N], noise[-1, -1] = 2 * gamma * T_hot, 2 * gamma * T_cold
    cov = solve_continuous_lyapunov(drift, -noise)
    mid = N // 2
    return cov[mid - 1, N + mid] / dT, np.diag(cov)[N:]


chain = {N: langevin_chain(N) for N in (20, 40, 80)}
g20, g80 = chain[20][0], chain[80][0]
assert abs(g20 / g80 - 1) < 1e-6
profile = chain[80][1]
assert np.max(np.abs(profile[25:55] - T_mean)) < 1e-5
wl = (np.arange(60000) + 0.5) * (3.0 / 60000)
diag_in, diag_end = wl**2 - 2, wl**2 - 2 + 1j * gamma * wl
d_prev, d_now = np.ones_like(diag_end), diag_end
for site in range(1, 20):
    d_prev, d_now = d_now, (diag_end if site == 19 else diag_in) * d_now - d_prev
g_land = np.sum((2 * gamma * wl)**2 / np.abs(d_now)**2) * (3.0 / 60000) / (2 * np.pi)
assert abs(g_land / g20 - 1) < 1e-4
g_ideal = 2 / (2 * np.pi)
assert g80 < g_ideal

# --- One-row wire between contacts of growing width, classical temperatures ---
wire_len, pad = 20, 5
contact_results = []
for w in (1, 3, 9):
    K, column = build_device(w, 1, wire_len, pad)
    lam, U = np.linalg.eigh(row_laplacian(w))
    edges = np.unique(np.concatenate(band_edges(w)))
    sL, sR, t_int, t_max = np.zeros(len(K)), np.zeros(len(K)), 0.0, 0.0
    for lo, hi in zip(edges[:-1], edges[1:]):
        n = 60 + int(300 * (hi - lo))
        theta = (np.arange(n) + 0.5) * np.pi / n
        for om, weight in zip((lo + hi) / 2 - (hi - lo) / 2 * np.cos(theta),
                              (hi - lo) / 2 * np.sin(theta) * np.pi / n):
            tr, aL, aR = scatter(om, K, w, lam, U)
            sL += om * aL * weight / np.pi
            sR += om * aR * weight / np.pi
            t_int += tr * weight
            t_max = max(t_max, tr)
    assert np.max(np.abs(sL + sR - 1)) < 1e-2    # equipartition sum rule
    assert t_max < 1 + 1e-6
    temp = (T_hot * sL + T_cold * sR) / (sL + sR)
    left, right = temp[column == 0].mean(), temp[column == column[-1]].mean()
    wire_a = temp[(column >= pad + 4) & (column < pad + 9)].mean()
    wire_b = temp[(column >= pad + 11) & (column < pad + 16)].mean()
    assert abs(wire_a - T_mean) < 0.03 * dT and abs(wire_b - T_mean) < 0.03 * dT
    G_cl = kB * omega0 * t_int / (2 * np.pi)
    contact_results.append((w, left, wire_a, wire_b, right, G_cl))
drops = [r[1] - r[4] for r in contact_results]
assert abs(drops[0]) < 1e-6 * dT
assert drops[0] < drops[1] < drops[2] and drops[2] > 0.8 * dT

# --- Printed numbers ---
print(f"atomic mass: {mass/atomic_mass:.0f} u; rows: {rows}")
print(f"springs along / across: {k_long:.0f} / {k_trans:.0f} N/m")
print(f"omega0 = sqrt(k/m): {omega0:.4e} rad/s")
print(f"reservoirs: {T_hot:.0f} K and {T_cold:.0f} K")
for j in range(rows):
    print(f"branch {j}: band {lower[j]:.4f} to {upper[j]:.4f} omega0")
for om, count, ts, tl in count_table:
    print(f"omega {om:.2f} omega0: modes {count}, transmission"
          f" {ts:.6f} (3 cells), {tl:.6f} (25 cells)")
print(f"largest deviation of left share from 1/2: {worst_share:.1e}")
print(f"G at 300 K, mode formula: {G_wire*1e12:.3f} pW/K")
print(f"G at 300 K, zone integral: {G_zone*1e12:.3f} pW/K")
print(f"G at 300 K, Green function: {G_green*1e12:.3f} pW/K")
print(f"resistance 1/G: {1/G_wire:.4e} K/W")
print(f"heat current, 305 K to 295 K: {J_wire*1e9:.4f} nW")
print(f"G classical limit: {G_classical*1e12:.3f} pW/K")
print(f"G at {T_low:.0f} K: {G_low*1e12:.5f} pW/K")
print(f"one conductance quantum at {T_low:.0f} K: {quantum_low*1e12:.5f} pW/K")
for w in (1, 2, 4, 8):
    print(f"{w} rows: G at 300 K = {conductance(w, T_mean)*1e12:.2f} pW/K")
for L in (1e-7, 1e-6, 1e-5):
    print(f"L = {L*1e6:.1f} um, A = {area*1e18:.0f} nm^2: apparent"
          f" conductivity {G_wire*L/area:.2f} W/(m K)")
print(f"joined half-chains, reduced temperatures: {tL}, {tR}")
print(f"joined current / Landauer (reduced): {J_joined:.6f} / {J_landauer:.6f}")
print(f"joined central <p^2>, min / max (reduced): {kin_joined.min():.5f}"
      f" / {kin_joined.max():.5f}")
print(f"mean of the two equilibrium <p^2> (reduced): {kin_mean:.5f}")
unit = kB * omega0 * 1e12
for N in chain:
    print(f"Langevin chain, {N} atoms: G = {chain[N][0]*unit:.4f} pW/K")
print(f"Landauer integral, 20 atoms, same baths: {g_land*unit:.4f} pW/K")
print(f"reflectionless classical single chain: {g_ideal*unit:.4f} pW/K")
print("Langevin, atoms 1 2 3 4 of 80: "
      + " ".join(f"{x:.3f}" for x in profile[:4]) + " K")
print(f"Langevin, atoms 30 and 50: {profile[29]:.4f}, {profile[49]:.4f} K")
print("Langevin, atoms 77 78 79 80: "
      + " ".join(f"{x:.3f}" for x in profile[-4:]) + " K")
for w, left, wa, wb, right, G_cl in contact_results:
    print(f"contact {w} rows: left {left:.3f}, wire {wa:.3f} and {wb:.3f},"
          f" right {right:.3f} K")
    print(f"  classical G {G_cl*1e12:.3f} pW/K, contact-to-contact"
          f" resistance {abs(left-right)/(G_cl*dT):.3e} K/W")
print("tests ok")
```

It prints:

```
atomic mass: 50 u; rows: 4
springs along / across: 50 / 10 N/m
omega0 = sqrt(k/m): 2.4540e+13 rad/s
reservoirs: 305 K and 295 K
branch 0: band 0.0000 to 2.0000 omega0
branch 1: band 0.3423 to 2.0291 omega0
branch 2: band 0.6325 to 2.0976 omega0
branch 3: band 0.8263 to 2.1640 omega0
omega 0.20 omega0: modes 1, transmission 1.000000 (3 cells), 1.000000 (25 cells)
omega 0.50 omega0: modes 2, transmission 2.000000 (3 cells), 2.000000 (25 cells)
omega 0.75 omega0: modes 3, transmission 3.000000 (3 cells), 3.000000 (25 cells)
omega 1.00 omega0: modes 4, transmission 4.000000 (3 cells), 4.000000 (25 cells)
omega 1.90 omega0: modes 4, transmission 4.000000 (3 cells), 4.000000 (25 cells)
omega 2.05 omega0: modes 2, transmission 2.000000 (3 cells), 2.000000 (25 cells)
omega 2.13 omega0: modes 1, transmission 1.000000 (3 cells), 1.000000 (25 cells)
largest deviation of left share from 1/2: 1.8e-15
G at 300 K, mode formula: 330.564 pW/K
G at 300 K, zone integral: 330.564 pW/K
G at 300 K, Green function: 330.585 pW/K
resistance 1/G: 3.0251e+09 K/W
heat current, 305 K to 295 K: 3.3056 nW
G classical limit: 349.943 pW/K
G at 2 K: 1.89286 pW/K
one conductance quantum at 2 K: 1.89286 pW/K
1 rows: G at 300 K = 103.38 pW/K
2 rows: G at 300 K = 177.40 pW/K
4 rows: G at 300 K = 330.56 pW/K
8 rows: G at 300 K = 639.32 pW/K
L = 0.1 um, A = 1 nm^2: apparent conductivity 33.06 W/(m K)
L = 1.0 um, A = 1 nm^2: apparent conductivity 330.56 W/(m K)
L = 10.0 um, A = 1 nm^2: apparent conductivity 3305.64 W/(m K)
joined half-chains, reduced temperatures: 0.8, 0.4
joined current / Landauer (reduced): 0.096104 / 0.096346
joined central <p^2>, min / max (reduced): 0.85952 / 0.86135
mean of the two equilibrium <p^2> (reduced): 0.86114
Langevin chain, 20 atoms: G = 64.7073 pW/K
Langevin chain, 40 atoms: G = 64.7073 pW/K
Langevin chain, 80 atoms: G = 64.7073 pW/K
Landauer integral, 20 atoms, same baths: 64.7073 pW/K
reflectionless classical single chain: 107.8472 pW/K
Langevin, atoms 1 2 3 4 of 80: 303.090 299.721 299.959 299.994 K
Langevin, atoms 30 and 50: 300.0000, 300.0000 K
Langevin, atoms 77 78 79 80: 300.006 300.041 300.279 296.910 K
contact 1 rows: left 300.000, wire 300.000 and 300.000, right 300.000 K
  classical G 107.847 pW/K, contact-to-contact resistance 0.000e+00 K/W
contact 3 rows: left 303.699, wire 300.021 and 299.979, right 296.301 K
  classical G 79.391 pW/K, contact-to-contact resistance 9.318e+09 K/W
contact 9 rows: left 304.490, wire 300.028 and 299.972, right 295.510 K
  classical G 79.041 pW/K, contact-to-contact resistance 1.136e+10 K/W
tests ok
```
